# Why two hydrogen atoms need a third body to recombine

In a hot-filament reactor for diamond growth, hydrogen molecules are split at the filament and the atoms drift toward a cooler substrate. Two atoms that meet on the way can attract each other with a well more than 4 eV deep. Yet nearly every such meeting ends with the atoms flying apart. The attraction is strong enough to hold them, but the energy it releases has nowhere to go.

## The isolated pair

I use atomic units in the derivations: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Each atom has mass $m$. With the centre-of-mass motion removed, the pair has reduced mass $\mu=m/2$, relative velocity $\mathbf v$ and energy

$$E=\tfrac12\mu v^2+V(R),\qquad V(\infty)=0 .$$

Atoms arriving from far away have $E>0$. A bound molecule has $E<0$. For an isolated pair $E$ is constant, so the first cannot become the second. The same holds in quantum mechanics, since the Hamiltonian conserves energy.

A rotating pair can be held for a time behind a centrifugal barrier with $E>0$. Such a quasi-bound pair can still leak out by tunnelling; it is not yet a bound molecule.

To see how brief an ordinary encounter is, take a head-on collision. Energy conservation gives $|dR/dt|=\sqrt{2(E-V)/\mu}$. The atoms travel in to the turning point $R_t$ and out again, so the time spent inside $R_0$ is

$$\tau=2\int_{R_t}^{R_0}\frac{dR}{\sqrt{2[E-V(R)]/\mu}} .$$

I computed $V$ by full configuration interaction for the two electrons with clamped nuclei, in the aug-cc-pVTZ basis. The well depth is 4.71 eV, which is 0.18 eV more than in the smaller aug-cc-pVDZ basis; the cc-pVQZ basis gives 4.73 eV, so the remaining basis error is a few hundredths of an eV. For $E=0.207$ eV and $R_0=6$ bohr, $\tau=3.1\times10^{-14}$ s. Binding requires something to remove energy within that time.

## Why light hardly helps

A photon could carry the energy away. The usual fast route is electric-dipole emission, with operator $\mathbf d$. Two ground-state atoms meet either on the singlet curve X, which binds, or on the repulsive triplet curve b.

On X, the electronic Hamiltonian of two identical clamped nuclei is unchanged by inversion through their midpoint. The nondegenerate X state therefore has definite parity $p=\pm1$, while $\mathbf d$ changes sign. Thus

$$\langle X|\mathbf d|X\rangle=p^2\langle X|(-\mathbf d)|X\rangle=-\langle X|\mathbf d|X\rangle=0$$

at every $R$. With no dipole function, there is no dipole transition between nuclear motions on this curve.

From b to X, inversion would permit a dipole, but spin does not. The operator $\mathbf d$ does not act on spin, and the triplet and singlet spin functions are orthogonal. In the spatial wavefunctions this appears as a cancellation: at 1.4 bohr the two electrons contribute 0.735 atomic units each, with opposite signs.

Excited electronic states do not offer a thermal route either. The lowest excited singlet energy found on the computed curves is 6.65 eV above two free atoms, whereas $kT=0.103$ eV at 1200 K.

These arguments neglect relativistic spin mixing and the coupling of electronic to nuclear motion. They also leave quadrupole emission, whose rate follows from the radiation field of slowly moving charges. In direction $\mathbf n$, the radiating vector is the component perpendicular to $\mathbf n$ of $\frac{d}{dt}\sum_a q_a\dot{\mathbf r}_a$, evaluated with the delay appropriate to each charge. Expanding that delay to first order adds

$$\frac1c\frac{d^2}{dt^2}\sum_a q_a\dot{\mathbf r}_a(\mathbf n\cdot\mathbf r_a).$$

The part symmetric in position and velocity is $\frac12\frac{d}{dt}\sum_a q_a\mathbf r_a(\mathbf n\cdot\mathbf r_a)$; the antisymmetric part is magnetic-dipole radiation, which is left aside here. On X it arises from the rotational magnetic moment, which varies with $R$; it can exceed quadrupole emission for single lines at high $J$, but it adds only about 8% to the thermal coefficient $K_2$ defined below. Define $D_{ij}=\sum_a q_a(3x_{ai}x_{aj}-r_a^2\delta_{ij})$. The trace part points along $\mathbf n$ and does not radiate, so the radiating vector is $\mathbf w=T\mathbf n/(6c)$, where $T=d^3D/dt^3$. The power is

$$P=\frac1{4\pi c^3}\int|\mathbf n\times\mathbf w|^2d\Omega
=\frac1{144\pi c^5}\int\left[|T\mathbf n|^2-(\mathbf n\cdot T\mathbf n)^2\right]d\Omega .$$

For a symmetric traceless $T$, the angular averages of the two terms are $\frac13\sum T_{ij}^2$ and $\frac2{15}\sum T_{ij}^2$. Their difference is $\frac15\sum T_{ij}^2$. Multiplication by $4\pi$ gives $P=\sum T_{ij}^2/(180c^5)$.

For a quantum transition of frequency $\omega$, the corresponding oscillation is $2\,\mathrm{Re}(D_{ij}^{fi}e^{-i\omega t})$, so $T_{ij}^2$ averages to $2\omega^6|D_{ij}^{fi}|^2$. Dividing the power by the photon energy $\omega$ gives the emission rate

$$A=\frac{\omega^5}{90c^5}\sum_{ij}|D_{ij}^{fi}|^2 .$$

For a molecule along $\mathbf e$, $D_{ij}=\Theta(R)(3e_ie_j-\delta_{ij})$. The product of this angular tensor at two directions, summed over $i,j$, is $9(\mathbf e\cdot\mathbf e')^2-3=6P_2(\mathbf e\cdot\mathbf e')$. Summing over final and averaging over initial orientations with the spherical-harmonic addition theorem gives

$$A=\frac{\omega^5b_{JJ'}}{15c^5}|\langle f|\Theta|i\rangle|^2,\qquad
b_{JJ'}=\frac{2J'+1}{2}\int_{-1}^{1}P_JP_2P_{J'}\,dx .$$

The five powers of $c\approx137$ make this process slow.

## One blow from a third body

Now let a smooth sphere of mass $M$ strike atom 1. Assume the blow is so short that $R$, and hence $V(R)$, does not change during it. Let $\mathbf n$ point from atom 1 to the sphere, and let $g=(\mathbf v_M-\mathbf v_1)\cdot\mathbf n<0$ be their normal relative velocity.

The atom receives momentum $p\mathbf n$ and the sphere receives $-p\mathbf n$. An elastic blow reverses $g$:

$$g-\frac pM-\frac pm=-g,\qquad p=\frac{2mM}{m+M}g,$$

so

$$\mathbf v_1'=\mathbf v_1+\frac{2M}{m+M}g\,\mathbf n .$$

The simplest case can be solved by hand. Work in the pair's centre-of-mass frame. The atoms are moving apart, and atom 1 runs head-on into a sphere at rest. Along the line of motion, $v_1=v/2$ and $v_2=-v/2$. Then

$$v_1'=\frac{m-M}{m+M}\frac v2,\qquad
v'=v_1'-v_2=\frac{m}{m+M}v .$$

The relative kinetic energy was $E-V=E+|V|$ in the attractive region. After the blow,

$$E'=\left(\frac{m}{m+M}\right)^2(E+|V|)-|V| .$$

For an H$_2$ molecule treated as the sphere, $M=2m$ and

$$E'=\frac{E-8|V|}{9}.$$

The pair is bound if $E<8|V(R)|$. With $E=0.207$ eV, an attraction of more than 0.026 eV at the moment of impact suffices. At the bottom of the well, $E'=(0.207-8\times4.71)/9=-4.16$ eV.

The limits show what matters. As $M\to0$, the sphere removes no energy. As $V\to0$, $E'$ cannot be negative, so the blow must come while the atoms attract. A sphere moving toward the atom at speed $w$ along the same line gives $v'=(v-4w)/3$ for $M=2m$. If $w>v$, then $|v'|>v$ and the pair gains energy instead of losing it. A third body makes binding possible; it does not guarantee it.

In the stationary-sphere case, the sphere and the new molecule both leave at speed $v/3$ and each carries $mv^2/9$. Their sum, $2mv^2/9$, equals the loss of relative kinetic energy, $\frac89\cdot\frac14mv^2$. Energy is conserved by the three bodies together.

## From one blow to a gas

There are $n_H^2/2$ pairs per squared unit volume, and one quarter of their electron-spin states are singlets. Define $K_3$ so that binding events per volume and time number $n_H^2n_MK_3/2$. For contact distance $d$,

$$K_3=\frac14\cdot2\int4\pi R^2dR\,e^{-V/kT}
\left\langle d^2\!\int d\Omega_n\,\max(0,-g)\,\chi\right\rangle .$$

The factor 2 allows either atom to be struck, $d^2d\Omega_n\max(0,-g)$ is the volume swept per unit time, and the brackets average over thermal velocities. The factor $\chi$ is 1 when a free pair becomes bound and 0 otherwise. It also excludes contacts blocked by the other atom and pairs that were already quasi-bound.

The radiative coefficient $K_2$ is defined by $n_H^2K_2/2$ events per volume and time. A relative-motion state in a large volume $\mathcal V$ has probability $e^{-E/kT}/[\mathcal V(\mu kT/2\pi)^{3/2}]$. The volume cancels when this becomes a rate coefficient:

$$K_2=\frac14\left(\frac{2\pi}{\mu kT}\right)^{3/2}
\sum_{i,f}(2J_i+1)e^{-E_i/kT}A_{if}.$$

Here $i$ runs over unbound radial states, $f$ over bound ones, and nuclear-spin weights are averaged.

Take 1200 K, 20 Torr, 1% H atoms and $d=0.20$ nm. The ideal-gas law gives $n_M=1.61\times10^{17}$ cm$^{-3}$ and $n_H=1.61\times10^{15}$ cm$^{-3}$. Random sampling of the collision integral gives $K_3=2.1\times10^{-32}$ cm$^6$/s. This value, and the lifetimes and ratios derived from it, can shift by about 10% with the potential curve and the location of the barrier tops; the accurate curve gives $2.3\times10^{-32}$ cm$^6$/s. Radial states calculated on a grid give $K_2=2.0\times10^{-28}$ cm$^3$/s. At this gas density,

$$\frac{K_3n_M}{K_2}=\frac{3.4\times10^{-15}}{2.0\times10^{-28}}
\approx2\times10^{13}.$$

Each event removes two atoms, so the initial loss rate per atom is $Kn_H$, with $K=K_2$ or $K_3n_M$. The corresponding lifetimes are $3\times10^{12}$ s for quadrupole emission and 0.18 s for collisions.

The comparison favours radiation in one respect: quasi-bound pairs, assumed to have their equilibrium population, supply about 70% of $K_2$ but are left out of $K_3$. Including them on the same assumption would raise $K_3$ to $1.1\times10^{-31}$ cm$^6$/s.

Spin mixing could matter more than quadrupole emission. For a deliberately generous estimate, I gave the triplet pair a transition dipole of 1 atomic unit, reduced by a mixing amplitude $\alpha^2$, and used the vertical gap between the curves as the photon energy. This gives $3.4\times10^{-27}$ cm$^3$/s, about 17 times $K_2$. Adding it still leaves the third body ahead by a factor of about $10^{12}$. Radiation would catch up in an extremely thin gas: at 1200 K, $K_3n_M$ equals $K_2$ near $10^4$ cm$^{-3}$, or the sum with the spin estimate near $2\times10^5$ cm$^{-3}$. These figures are too high, because they count quasi-bound pairs in $K_2$ but not in $K_3$. In so thin a gas some of those pairs emit before tunnelling can replace them, which lowers $K_2$ by about a quarter. Tunnelling still maintains about three quarters of their equilibrium population, however, and collisions can bind these pairs too. Counting them in both channels moves the two densities to roughly $2\times10^3$ and $4\times10^4$ cm$^{-3}$.

## What this means in the reactor

The chosen temperature, pressure and atom fraction are rough typical values for cool gas near a hot-filament diamond substrate. The sphere model is less secure. Its result depends on the chosen contact distance $d$. About 30% of the new molecules are bound by less than $kT$ and are easily broken by later collisions. The model also ignores the change of $R$ during a blow, atom exchange and internal motion of H$_2$. Measured event coefficients, which correspond to $K_3/2$, are roughly a few times $10^{-33}$ cm$^6$/s near this temperature, so the model is probably high by a factor of about three. With the quasi-bound pairs included, the excess would be more than ten. A threefold reduction of $K_3$ lengthens the collisional lifetime to about 0.5 s but leaves the comparison with light intact.

Thermal dissociation matters little here. Counting the computed molecular levels with their Boltzmann weights gives an equilibrium H fraction of $1.5\times10^{-6}$, far below 1%. The basis set binds the molecule slightly too weakly; with the measured dissociation energy the fraction is $1.2\times10^{-6}$. In a gas at equilibrium, by contrast, dissociation would balance recombination.

Diffusion matters much more. For hard spheres, the first approximation of kinetic theory is

$$D=\frac{3}{8n_Md^2}\sqrt{\frac{kT}{2\pi\mu_{HM}}},\qquad
\mu_{HM}=\frac{mM}{m+M}.$$

It gives 900 cm$^2$/s, so an atom crosses 1 cm in about $L^2/D=1.1$ ms. This is some 160 times shorter than the model's gas-phase lifetime. Many atoms can therefore reach a surface before they recombine in the gas. If they recombine there, the solid can take up part of the energy and so serve as the third body.

At fixed temperature and atom fraction, the collisional lifetime varies as pressure$^{-2}$ and the diffusion time as pressure$^{+1}$. Their ratio changes as pressure cubed, so the model makes the two times equal near $20\times160^{1/3}\approx110$ Torr. With $K_3$ three times smaller, the crossing moves to about 160 Torr. A third body makes gas recombination vastly more efficient than radiation, but the pressure and the distance to a surface decide whether it is the main loss.
